# Yukawa energy series from hypervirial relations and the Hellmann-Feynman theorem

## Definitions and conventions

An electron moves in a screened Coulomb field of charge $Z$. The nucleus is infinitely heavy, spin and relativity are left out, and the algebra is in atomic units. For angular momentum $l$ the real reduced radial function $u(r)$, with $\int_0^\infty u^2\,dr=1$, obeys $Hu=Eu$ with

$$H=-\frac12\frac{d^2}{dr^2}+\frac{L}{2r^2}+V(r),\qquad V=-\frac{Z}{r}e^{-\lambda r},\qquad L=l(l+1),\quad \lambda\ge 0 .$$

The screening length is $1/\lambda$. Write $N=n^2$, where $n$ labels the hydrogenic level from which the state starts at $\lambda=0$, and $\langle g\rangle=\int g\,u^2dr$.

The charge can be scaled out. With $r=\rho/Z$,

$$H=Z^2\left[-\frac12\frac{d^2}{d\rho^2}+\frac{L}{2\rho^2}-\frac{e^{-(\lambda/Z)\rho}}{\rho}\right],$$

so $E(Z,\lambda)=Z^2\varepsilon(\lambda/Z)$. If $\varepsilon(\lambda)=\sum_m e_m\lambda^m$, then $E=\sum_m Z^{2-m}e_m\lambda^m$. From here on $Z=1$. The potential is expanded as

$$V=\sum_{k\ge0}V_k\lambda^k r^{k-1},\qquad V_k=-\frac{(-1)^k}{k!},$$

so that $V_0=-1,\ V_1=1,\ V_2=-\tfrac12,\ V_3=\tfrac16,\ V_4=-\tfrac1{24}$.

## Two identities

**Hypervirial identity.** Let $W=L/(2r^2)+V$, so that $u''=2(W-E)u$. For a smooth $f(r)$,

$$(f u'^2)'=f'u'^2+2fu'u''=f'u'^2+2f(W-E)(u^2)' .$$

Integrate, and integrate the last term by parts. If the boundary terms vanish,

$$0=\int f'u'^2dr-2\langle f'(W-E)\rangle-2\langle fW'\rangle .$$

The remaining integral follows from $(f'uu')'=f''uu'+f'u'^2+f'uu''$. Since $\int f''uu'\,dr=-\tfrac12\langle f'''\rangle$,

$$\int f'u'^2dr=\tfrac12\langle f'''\rangle-2\langle f'(W-E)\rangle .$$

Substitution and division by 2 give

$$2E\langle f'\rangle=2\langle f'W\rangle+\langle fW'\rangle-\tfrac14\langle f'''\rangle .$$

Take $f=r^{j+1}$ with $j\ge0$. Near the origin $u\sim r^{l+1}$, and the boundary terms $fu'^2$, $f(W-E)u^2$, $f'uu'$ and $f''u^2$ vanish at least as fast as $r^{2l+j+1}$. At infinity $u$ decays exponentially. The centrifugal part of $W$ contributes

$$(j+1)L\langle r^{j-2}\rangle-L\langle r^{j-2}\rangle=jL\langle r^{j-2}\rangle,$$

and $f'''=(j+1)j(j-1)r^{j-2}$. Hence

$$2(j+1)E\langle r^j\rangle=2(j+1)\langle r^jV\rangle+\langle r^{j+1}V'\rangle+j\left[L-\frac{j^2-1}{4}\right]\langle r^{j-2}\rangle .$$

For $j=0$ the last term is absent. Now insert the expansion of $V$. The power $r^{j+k-1}$ receives $2(j+1)$ from the first potential term and $k-1$ from the second, together $2j+k+1$:

$$2(j+1)E\langle r^j\rangle=\sum_{k\ge0}(2j+k+1)V_k\lambda^k\langle r^{j+k-1}\rangle+j\left[L-\frac{j^2-1}{4}\right]\langle r^{j-2}\rangle .\tag{1}$$

**Hellmann-Feynman theorem.** Differentiate $E=\int uHu\,dr$. The terms with $\partial u/\partial\lambda$ add up to $2E\int u\,\partial_\lambda u\,dr=E\,\partial_\lambda\int u^2dr=0$, because $H$ is symmetric and the norm is fixed. What remains is

$$\frac{dE}{d\lambda}=\langle e^{-\lambda r}\rangle=\sum_{k\ge1}kV_k\lambda^{k-1}\langle r^{k-1}\rangle .\tag{2}$$

Identity (1) links the moments to the energy, and (2) links the next energy coefficient to moments of lower order. Together they close.

## The ground state by hand

Expand $E=\sum e_m\lambda^m$ and $\langle r^j\rangle=\sum_m R_j^{(m)}\lambda^m$. Normalization fixes $R_0^{(0)}=1$ and $R_0^{(m)}=0$ for $m\ge1$. For 1s, $L=0$ and $e_0=-\tfrac12$. Equation (1) with $j=1,2,3$ reads, as far as it is needed,

$$4E\langle r\rangle=-3+4\lambda\langle r\rangle-\tfrac52\lambda^2\langle r^2\rangle+\dots$$
$$6E\langle r^2\rangle=-5\langle r\rangle+6\lambda\langle r^2\rangle-\tfrac32+\dots$$
$$8E\langle r^3\rangle=-7\langle r^2\rangle-6\langle r\rangle+\dots$$

At order zero these give, one after another,

$$-2R_1^{(0)}=-3\Rightarrow R_1^{(0)}=\tfrac32,$$
$$-3R_2^{(0)}=-\tfrac{15}2-\tfrac32\Rightarrow R_2^{(0)}=3,$$
$$-4R_3^{(0)}=-21-9\Rightarrow R_3^{(0)}=\tfrac{15}2 .$$

Equation (2) is $E'=1-\lambda\langle r\rangle+\tfrac12\lambda^2\langle r^2\rangle-\tfrac16\lambda^3\langle r^3\rangle+\dots$ Its first two orders give $e_1=1$ and $2e_2=-\tfrac32$, so $e_2=-\tfrac34$.

At first order the $j=1$ equation is $4(e_0R_1^{(1)}+e_1R_1^{(0)})=4R_1^{(0)}$. Since $e_1=1$, $R_1^{(1)}=0$. The $j=2$ equation gives $R_2^{(1)}=0$ in the same way. The reason is physical: the first-order perturbation is the constant $\lambda$, which moves the level and leaves the wave function alone. Then $3e_3=\tfrac12R_2^{(0)}$, so $e_3=\tfrac12$.

At second order the $j=1$ equation is

$$4\left(e_0R_1^{(2)}+e_1R_1^{(1)}+e_2R_1^{(0)}\right)=4R_1^{(1)}-\tfrac52R_2^{(0)},$$

that is, $-2R_1^{(2)}-\tfrac92=-\tfrac{15}2$, so $R_1^{(2)}=\tfrac32$. The cloud expands when the attraction is screened. Finally

$$4e_4=-R_1^{(2)}+\tfrac12R_2^{(1)}-\tfrac16R_3^{(0)}=-\tfrac32-\tfrac54=-\tfrac{11}4,$$

$$E_{1s}=-\tfrac12+\lambda-\tfrac34\lambda^2+\tfrac12\lambda^3-\tfrac{11}{16}\lambda^4+\dots$$

No integral over a wave function was evaluated.

## The rules for any $n$ and $l$

The state enters through $L$ and the starting energy $e_0=-1/(2N)$. Comparing powers of $\lambda$ in (2) gives, for $m\ge1$,

$$m\,e_m=\sum_{k=1}^m kV_kR_{k-1}^{(m-k)} .\tag{3}$$

For $L\ne0$ the $j=1$ relation also contains $\langle r^{-1}\rangle$. The $j=0$ relation supplies it. At order $m$ its left side is $2e_m$, and its $k=0$ term is $V_0R_{-1}^{(m)}=-R_{-1}^{(m)}$, so

$$R_{-1}^{(m)}=-2e_m+\sum_{k=1}^m(k+1)V_kR_{k-1}^{(m-k)} .\tag{4}$$

For $j\ge1$, move the terms containing $e_p$ with $p\ge1$ to the right of (1):

$$2(j+1)e_0R_j^{(m)}=\sum_{k=0}^m(2j+k+1)V_kR_{j+k-1}^{(m-k)}+j\left[L-\frac{j^2-1}4\right]R_{j-2}^{(m)}-2(j+1)\sum_{p=1}^m e_pR_j^{(m-p)} .\tag{5}$$

To reach $e_M$, go through $m=0,1,\dots,M-1$. For each $m$ find $e_m$ from (3) (for $m=0$ it is given), then $R_{-1}^{(m)}$ from (4), then $R_j^{(m)}$ from (5) for $j=1,\dots,M-1-m$ in rising order. A last use of (3) gives $e_M$.

Every entry is available when called. In (3) and (4) the moments belong to earlier orders and their indices add up to $m-1$. In (5) the terms with $k\ge1$ belong to earlier orders, with index sum $j+m-1$. The $k=0$ term and the $R_{j-2}^{(m)}$ term belong to the current order with smaller $j$. The last sum uses earlier orders with index sum $j+m-p$. None exceeds $M-1$. The table has about $M^2/2$ entries, each a sum of at most about $2M$ terms, so the number of multiplications grows as $M^3$.

### Why the rules apply to the perturbation series

The coefficients $u_m$ of the wave function satisfy

$$(H_0-e_0)u_m=\sum_{p=1}^m\left(e_p-V_pr^{p-1}\right)u_{m-p},$$

where $H_0$ is the Hamiltonian at $\lambda=0$. Use the functions $S_q=r^{l+1}e^{-r/n}L_q^{(2l+1)}(2r/n)$, where $L_q^{(2l+1)}$ is a Laguerre polynomial. Each $S_q$ is a Coulomb eigenfunction with principal number $\nu=q+l+1$, charge $\nu/n$ and energy $-1/(2n^2)$. Therefore $r(H_0-e_0)S_q=(\nu/n-1)S_q$.

After multiplication by $r$, the right side of the equation for $u_m$ is $r^{l+1}e^{-r/n}$ times a polynomial, hence a finite sum of $S_q$. The component with $\nu=n$ must vanish, which fixes $e_m$. This is possible because the $S_q$ are orthogonal with weight $1/r$, and the corresponding component of $ru_0$ is proportional to $\int u_0^2dr\ne0$. The other components are divided by $\nu/n-1$, and an added multiple of $u_0$ keeps the norm. So each $u_m$ is $r^{l+1}e^{-r/n}$ times a polynomial. All boundary terms vanish as before, and (1) and (2) hold coefficient by coefficient.

## The first polynomials

From (4), $R_{-1}^{(0)}=-2e_0=1/N$. Equation (5) at $m=0$ then gives

$$-\frac2NR_1^{(0)}=-3+\frac LN\quad\Rightarrow\quad R_1^{(0)}=\frac{3N-L}2,$$

$$-\frac3NR_2^{(0)}=-5R_1^{(0)}+2L-\frac32=\frac{-15N+9L-3}{2}\quad\Rightarrow\quad R_2^{(0)}=\frac{N(5N+1-3L)}2,$$

$$-\frac4NR_3^{(0)}=-7R_2^{(0)}+3(L-2)R_1^{(0)}\quad\Rightarrow\quad R_3^{(0)}=\frac N8\left(35N^2+25N-30NL+3L^2-6L\right).$$

At $m=1$, $e_1=1$, and (4) gives $R_{-1}^{(1)}=-2+2=0$. In (5) the terms $2(j+1)V_1R_j^{(0)}$ and $-2(j+1)e_1R_j^{(0)}$ cancel, so $R_1^{(1)}=R_2^{(1)}=0$.

At $m=2$,

$$e_2=\tfrac12\left(2V_2R_1^{(0)}\right)=-\frac{3N-L}4,$$

$$R_{-1}^{(2)}=-2e_2+3V_2R_1^{(0)}=\frac{3N-L}2-\frac{3(3N-L)}4=-\frac{3N-L}4 .$$

Equation (5) with $j=1$ becomes

$$-\frac2NR_1^{(2)}=-\frac52R_2^{(0)}+LR_{-1}^{(2)}-4e_2R_1^{(0)}$$
$$=-\frac{5N(5N+1-3L)}4-\frac{L(3N-L)}4+\frac{(3N-L)^2}2=\frac{-7N^2-5N+3L^2}4 .$$

The mixed terms $NL$ carry $15-3-12=0$ over 4 and drop out. Thus $R_1^{(2)}=N(7N^2+5N-3L^2)/8$. The next energies are

$$e_3=\tfrac13\left(3V_3R_2^{(0)}\right)=\frac{N(5N+1-3L)}{12},$$

$$e_4=\tfrac14\left(-R_1^{(2)}-\tfrac16R_3^{(0)}\right)=\frac{N(15L^2+30NL+6L-77N^2-55N)}{192} .$$

Setting $N=1$, $L=0$ returns $-\tfrac34$, $\tfrac12$ and $-\tfrac{11}{16}$.

### The polynomial form in general

The zeroth coefficient $-1/(2N)$ is not a polynomial. For $m\ge1$, $e_m$ is a polynomial in $N$ and $L$ with rational coefficients and total degree at most $m-1$. The proof is by induction in the order of computation, together with the claim that $R_j^{(m)}$, $j\ge0$, is a polynomial of degree at most $j+m$.

Dividing (5) by $e_0$ means multiplying by $-2N$, which raises the degree by one. The right side of (5) has degree at most $j+m-1$:

- The moments in the first sum have index sum $j+m-1$.
- The product $LR_{j-2}^{(m)}$ has degree at most $1+(j-2)+m$.
- The products $e_pR_j^{(m-p)}$ have degree at most $(p-1)+(j+m-p)$.

For $j=1$ the second item needs $R_{-1}^{(m)}$. By (4) this is a polynomial of degree at most $m-1$ when $m\ge1$. The exception $R_{-1}^{(0)}=1/N$ occurs in $R_1^{(0)}$, where the multiplication by $N$ removes the denominator. Equation (3) then gives degree at most $m-1$ for $e_m$.

The same multiplication leaves a factor $N$ in every $R_j^{(m)}$ with $j\ge1$ except $R_1^{(0)}$. For $m\ge3$ the sum (3) contains just such moments, because its $k=1$ term $R_0^{(m-1)}$ is zero. Hence $e_m$ has a factor $N$ for $m\ge3$.

The polynomials through order 8 were tested against exact rational perturbation theory with explicit wave functions, for all 15 states with $n\le5$.

### The classical limit

For large $N$ at fixed $L/N$ the terms of highest degree dominate. A Kepler ellipse with semi-axis $a$ and eccentricity $\epsilon$ has energy $-1/(2a)$ and squared angular momentum $a(1-\epsilon^2)$, so $a=N$ and $\epsilon^2=1-L/N$. With $r=a(1-\epsilon\cos\eta)$ and $dt\propto(1-\epsilon\cos\eta)\,d\eta$, the time averages are

$$\overline r=a\left(1+\tfrac12\epsilon^2\right)=\frac{3N-L}2,\qquad \overline{r^2}=a^2\left(1+\tfrac32\epsilon^2\right)=\frac{N(5N-3L)}2 .$$

The first equals $R_1^{(0)}$. The second is the leading part of $R_2^{(0)}$, whose extra $N/2$ comes from the term $(j^2-1)/4$, that is, from $f'''$.

## What the series means

The perturbation $(1-e^{-\lambda r})/r$ lies between 0 and $\lambda$. By the variational principle each level of given $l$ rises by at most $\lambda$, so for small $\lambda$ it stays isolated from the others of the same $l$.

Let $w=\sum_{m\le K}\lambda^mu_m$ and $\varepsilon_K=\sum_{m\le K}e_m\lambda^m$. In $(H-\varepsilon_K)w$ all orders up to $K$ cancel. The remainder of the exponential is at most $(\lambda r)^{K+1}/(K+1)!$, and the $u_m$ decay exponentially, so $\|(H-\varepsilon_K)w\|\le C\lambda^{K+1}$. For a self-adjoint $H$ a point of the spectrum then lies within a distance of order $\lambda^{K+1}$ from $\varepsilon_K$. For small $\lambda$ this point is negative, below the continuum, so it is an eigenvalue, and because the levels stay isolated it is the one that starts from $e_0$. The series is therefore asymptotic as $\lambda\to0^+$. For 2s truncated after the cubic term, the error measured at two small screenings falls with the power 3.958, close to the limiting value 4.

Convergence is another matter. For $\lambda<0$ the potential falls without limit at large $r$, so the electron is no longer bound, which suggests that the radius of convergence is zero. The 1s coefficients agree with this: $|e_{m+1}/e_m|$ is 3.458, 4.837 and 7.263 at $m=10,20,40$. This is evidence, not a proof.

By the degree count, $e_m\lambda^m$ at fixed $m$ is at most of the order of $(N\lambda)^m/N$. The useful parameter is thus $N\lambda$, the ratio of orbit size to screening length.

## Worked example: weak screening

Take $Z=1$ and a screening length of 50 angstrom, so $\lambda=0.01058354$. For 3p, $N=9$ and $L=2$:

$$e_2=-\frac{27-2}4=-6.25,\qquad e_3=\frac{9(45+1-6)}{12}=30,$$
$$e_4=\frac{9(60+540+12-6237-495)}{192}=-286.875 .$$

Multiplied by $\lambda^m$ and by 27.211386 eV, the terms through order 4 add up to

$$-1.51174+0.28799-0.01905+0.00097-0.00010=-1.24193\ \text{eV}.$$

The sum through order 12 is $-1.241919$ eV ($-0.0456397$ hartree), and diagonalization of the full Yukawa problem gives the same digits. For 3p, $N\lambda\approx0.095$, and the printed terms shrink steadily.

The largest shift, 0.288 eV, is the constant $\lambda$ and is common to all states. The next term, $-\tfrac12\lambda^2\langle r\rangle_0$, with the average taken at $\lambda=0$, removes the degeneracy in $l$. At equal $n$ an s state has the largest mean radius and is lowered most. Between 3d and 3s the second-order splitting is $\tfrac64\lambda^2$, or 0.004572 eV. The third order adds $-\tfrac{NL}4\lambda^3=-13.5\lambda^3$, or $-0.000435$ eV. This is slightly more than the whole difference, $-0.000405$ eV, between the second-order splitting and the full value, 0.004167 eV; the higher orders give back about 0.00003 eV.

The moments are results too. For 3p, $R_1^{(0)}=12.5$ is 6.6147 angstrom. The first correction is $R_1^{(2)}\lambda^2=675\lambda^2=0.0756$, or 0.0400 angstrom. The full series gives 6.6515 angstrom, an increase of 0.0368 angstrom, so the higher orders reduce the leading expansion slightly.

## A case where the series fails

For 2s at a screening length of 5 angstrom, $\lambda=0.1058354$ and $N\lambda\approx0.42$. Diagonalization gives $-1.274620$ eV. The partial sum through order 2 is off by 0.161 eV. The smallest term is that of order 8, with size 0.045 eV, and the sum through that order is off by 0.0225 eV, about 2 percent of the direct energy. Through order 20 the error is 0.43 eV, and through order 50 it is $6\times10^7$ eV.

The coefficients are exact rationals, so this is not a rounding effect: beyond the smallest term, added orders make the sum worse. Stopping at the smallest term is a sensible working rule here, but not a rigorous error bound. The complete values are in the numerical output below.

## Calculated quantities

```
Polynomials, Z=1, N=n^2, L=l(l+1), atomic units
e_1 = 1
e_2 = (L - 3*N)/4
e_3 = -N*(3*L - 5*N - 1)/12
e_4 = N*(15*L**2 + 30*L*N + 6*L - 77*N**2 - 55*N)/192
e_5 = -N**2*(45*L**2 + 70*L*N + 50*L - 171*N**2 - 245*N - 4)/320
Moment coefficients R[j,m], Z=1, atomic units
R[-1,0] = 1/N
R[1,0] = -(L - 3*N)/2
R[2,0] = -N*(3*L - 5*N - 1)/2
R[3,0] = N*(3*L**2 - 30*L*N - 6*L + 35*N**2 + 25*N)/8
R[1,1] = 0
R[2,1] = 0
R[-1,2] = (L - 3*N)/4
R[1,2] = -N*(3*L**2 - 7*N**2 - 5*N)/8
states matched exactly through order 8 : 15
largest relative hypervirial mismatch: 2e-13
largest relative Hellmann-Feynman mismatch: 4e-08
2p R[1,2]: recursion 60.000, from diagonalization 59.994 a.u.
2s error power after cubic term: 3.958
Z = 1, screening length = 50.0 angstrom, lambda = 0.01058354 a.u.
Hartree = 27.211386 eV, Bohr radius = 0.52917721 angstrom
state: unscreened, series to order 12, diagonalization (eV)
1s: -13.605693, -13.319970, -13.319970
2s: -3.401423, -3.122358, -3.122358
2p: -3.401423, -3.120897, -3.120897
3s: -1.511744, -1.243307, -1.243307
3p: -1.511744, -1.241919, -1.241919
3d: -1.511744, -1.239140, -1.239140
3p terms of the series (eV)
order 0: -1.51174368
order 1: 0.28799291
order 2: -0.01904991
order 3: 0.00096775
order 4: -0.00009794
order 5: 0.00001328
order 6: -0.00000215
3p mean radius: unscreened 6.61472, series 6.65147, direct 6.65147 angstrom
3d-3s splitting: second order 0.004572, full series 0.004167 eV
2s at 5.0 angstrom: lambda = 0.1058354 a.u., direct energy -1.274620 eV
smallest term: order 8, size 4.48e-02 eV
absolute error through order 2: 1.61e-01 eV
absolute error through order 5: 2.85e-02 eV
absolute error through order 8: 2.25e-02 eV
absolute error through order 10: 2.67e-02 eV
absolute error through order 20: 4.29e-01 eV
absolute error through order 30: 5.11e+01 eV
absolute error through order 50: 6.14e+07 eV
1s |e_(m+1)/e_m| at m=10,20,40: 3.458, 4.837, 7.263
```
